# Solving the Abrikosov-Gorkov equation for transition temperature by bracketed root finding

A niobium line carries signals between circuits at 4.2 K. Without a magnetic field it becomes superconducting near 9 K, so there is ample thermal margin. A field of 0.8 T perpendicular to the film weakens the pairing and lowers the transition temperature. Is the line's interior still superconducting at 4.2 K, and what field would destroy superconductivity there even as the temperature approaches zero? Both answers come from one transcendental equation.

## From pair breaking to a digamma equation

Take a weak-coupling s-wave superconductor in mean-field theory, with a continuous transition. At the transition the order parameter \(\Delta\) is infinitesimal, so equations linear in it suffice. Define the Matsubara energies

\[
w_n=2\pi kT\left(n+\tfrac12\right),\qquad n=0,1,2,\ldots
\]

The starting point is the linearised theory of a dirty superconductor, whose mean free path is much shorter than the clean coherence length. The pair amplitude \(f_n\) and the gap equation are

\[
w_nf_n+\frac{\hbar D}{2}\Pi^2f_n=\Delta,\qquad
\frac{\Delta}{\lambda}=2\pi kT\sum_{w_n<\Omega}f_n .
\]

Here \(D\) is the diffusivity, \(\lambda\) the pairing strength, \(\Omega\) a large energy cutoff and \(\Pi=-i\nabla+2e\mathbf A/\hbar\), with \(e>0\). Screening currents vanish with \(\Delta\), so the field at the transition is the applied field \(B\).

The transverse components obey \([\Pi_x,\Pi_y]=-2ieB/\hbar\). Thus \(\Pi_x^2+\Pi_y^2\) is an oscillator with levels \((2eB/\hbar)(2m+1)\). In the lowest level, with no variation along the field, \(\Pi^2=2eB/\hbar\), and

\[
(w_n+\alpha)f_n=\Delta,\qquad
\alpha=\frac{\hbar D}{2}\frac{2eB}{\hbar}=DeB .
\]

The energy \(\alpha\) is the pair-breaking strength. It is defined here as the energy added to \(w_n\). Any mechanism that adds the same constant to every \(w_n\) leads to the same equation.

Set \(x=\alpha/(2\pi kT)\). Dividing the gap equation by \(\Delta\) gives

\[
\frac1\lambda=\sum_{n<N}\frac{1}{n+\frac12+x},\qquad N\simeq\frac{\Omega}{2\pi kT}.
\]

Without pair breaking the transition is at \(T_{c0}\), and the same \(1/\lambda\) equals \(\sum_{n<N_0}1/(n+\frac12)\), with \(N_0\simeq\Omega/(2\pi kT_{c0})\). To compare the sums, let \(H_m=1+\frac12+\cdots+\frac1m\), which tends to \(\ln m+\gamma\), where \(\gamma\) is Euler's constant. Separating odd from even denominators,

\[
\sum_{n<N}\frac1{n+\frac12}=2\left(H_{2N}-\tfrac12H_N\right)
\longrightarrow \ln N+\gamma+2\ln2. \tag{1}
\]

Subtract the equation with pair breaking from \(\sum_{n<N}1/(n+\frac12)\). The left side becomes \(\ln(N/N_0)=\ln(T_{c0}/T)\), and for a large cutoff

\[
\ln\frac{T_{c0}}{T}=\sum_{n=0}^{\infty}
\left[\frac1{n+\frac12}-\frac1{n+\frac12+x}\right]. \tag{2}
\]

The digamma function is \(\psi(z)=-\gamma+\sum_{n\ge0}[1/(n+1)-1/(n+z)]\). The sum in (2) is therefore \(\psi(\frac12+x)-\psi(\frac12)\). With \(T=T_c\) this is the Abrikosov-Gorkov equation:

\[
\ln\frac{T_{c0}}{T_c}=\psi\!\left(\frac12+\frac{\alpha}{2\pi kT_c}\right)-\psi\!\left(\frac12\right).
\]

In the reduced variables \(t=T_c/T_{c0}\) and \(a=\alpha/(2\pi kT_{c0})\), we have \(x=a/t\) and seek a zero of

\[
F(t)=\ln t+\psi\!\left(\tfrac12+\frac at\right)-\psi\!\left(\tfrac12\right).
\]

## A root found by hand

Choose \(a=1/8\), for which three trial temperatures need only elementary sums.

At \(t=1/8\), \(x=1\). The sum in (2) telescopes to its first term, 2, so

\[
F(1/8)=2-3\ln2\approx-0.079 .
\]

At \(t=1/2\), \(x=1/4\). Write each fraction as \(1/(n+z)=\int_0^1u^{n+z-1}du\), sum the geometric series and put \(u=v^4\):

\[
\sum_n\left[\frac1{n+\frac12}-\frac1{n+\frac34}\right]
=\int_0^1\frac{u^{-1/2}-u^{-1/4}}{1-u}du
=4\int_0^1\frac{v\,dv}{(1+v)(1+v^2)} .
\]

Since \(v/[(1+v)(1+v^2)]=\frac12[(1+v)/(1+v^2)-1/(1+v)]\), the result is \(2(\pi/4+\frac12\ln2-\ln2)=\pi/2-\ln2\). Hence

\[
F(1/2)=\frac\pi2-2\ln2\approx0.185 .
\]

The signs differ and \(F\) is continuous, so a root lies between \(1/8\) and \(1/2\). Bisect on a logarithmic scale: the geometric mean is \(t=1/4\), where \(x=1/2\). The sum is

\[
\sum_n\left[\frac1{n+\frac12}-\frac1{n+1}\right]
=2\left(1-\tfrac12+\tfrac13-\cdots\right)=2\ln2,
\]

and \(F(1/4)=-2\ln2+2\ln2=0\). The transition temperature is one quarter of \(T_{c0}\). The midpoint hits the root because the numbers were chosen for it; for a general \(a\), the halving continues.

Two questions remain before this becomes a reliable method. Is there one root, and where can a bracket be placed without searching?

## One function answers both questions

The hand calculation supplies \(\psi(\frac12)\): at \(x=\frac12\) we found \(\psi(1)-\psi(\frac12)=2\ln2\), and \(\psi(1)=-\gamma\), so \(\psi(\frac12)=-\gamma-2\ln2\). Define

\[
a_c=e^{\psi(1/2)}=\frac{1}{4e^\gamma}=0.140365,\qquad
r=\frac a{a_c},\qquad h(x)=\psi(\tfrac12+x)-\ln x .
\]

Substitute \(\psi(\frac12+a/t)=h(a/t)+\ln a-\ln t\) into \(F=0\). The two \(\ln t\) terms cancel:

\[
h(a/t)=\ln\frac1r . \tag{3}
\]

To find the shape of \(h\), differentiate the digamma series and use \(1/q^2=\int_0^\infty s e^{-qs}ds\):

\[
h'(x)=\sum_n\frac1{(n+\frac12+x)^2}-\frac1x
=\int_0^\infty e^{-xs}\left[\frac{s}{2\sinh(s/2)}-1\right]ds .
\]

Integrating with respect to \(x\) gives

\[
h(x)=\int_0^\infty\left[\frac1s-\frac1{2\sinh(s/2)}\right]e^{-xs}ds. \tag{4}
\]

The integration constant is zero. For integer \(x=m\), the digamma series gives \(\psi(\frac12+m)=\psi(\frac12)+\sum_{n<m}1/(n+\frac12)\), which by (1) approaches \(\ln m\). Both sides of (4) therefore vanish at large \(x\).

With \(y=s/2\), the square bracket in (4) is \((1-y/\sinh y)/s\), which is positive because \(\sinh y>y\). It is also smaller than \(s/24\). This requires \((1-y^2/6)\sinh y<y\). On the left, the coefficient of \(y^{2k+1}\) for \(k\ge1\) is

\[
\frac1{(2k-1)!}\left[\frac1{2k(2k+1)}-\frac16\right],
\]

which is zero for \(k=1\) and negative for \(k\ge2\), so the inequality holds. Integrating \(se^{-xs}/24\) gives

\[
0<h(x)<\frac1{24x^2}. \tag{5}
\]

Since the weight in (4) is positive, \(h\) falls strictly as \(x\) grows. It diverges as \(x\to0\), through \(-\ln x\), and tends to zero as \(x\to\infty\). Equation (3) thus has one positive root for \(0<r<1\) and none for \(r\ge1\). At \(r=0\) the original equation gives \(t=1\). The critical strength is

\[
\alpha_c=2\pi kT_{c0}a_c=\frac{\pi kT_{c0}}{2e^\gamma}=0.88194\,kT_{c0}. \tag{6}
\]

The root also moves monotonically. As \(x\) rises, \(r=e^{-h(x)}\) rises while \(t=e^{\psi(1/2)-\psi(1/2+x)}\) falls. Stronger pair breaking means a lower \(T_c\), which is why the lowest oscillator level decides the transition.

## The general algorithm

At the root, (3) and (5) give \(\ln(1/r)<t^2/(24a^2)\), and hence a lower limit. The upper limit is \(t=1\), because \(F(1)=\psi(\frac12+a)-\psi(\frac12)>0\):

\[
a\sqrt{24\ln(1/r)}<t<1 .
\]

The procedure is:

1. Compute \(r=\alpha/\alpha_c\). If \(r=0\), return \(t=1\). If \(r\ge1\), report no transition.
2. Set \(a=ra_c\), \(L=\ln(1/r)\) and \(G(t)=h(a/t)-L\).
3. Take the bracket from \(0.9a\sqrt{24L}\) to 1. There \(G\) is negative at the lower end and positive at the upper end.
4. Find the zero by Brent's method, which tries interpolation but keeps the sign change enclosed and falls back on bisection when a trial is unsatisfactory.
5. Return \(T_c=tT_{c0}\).

For very small \(r\), \(G\) is a difference of large logarithms. The shift \(1-t\) loses digits, with a relative error of about \(10^{-3}\) at \(r=10^{-12}\), and below about \(10^{-14}\) rounding can spoil the sign at the upper end. For \(r\) of \(10^{-9}\) or less, \(t\simeq1-\pi^2a/2\), derived below, is the more accurate choice. The factor 0.9 is a safety margin against rounding at the lower end, where the root almost coincides with its bound as \(r\to1\).

Close to \(r=1\) there is a more serious numerical difficulty. In \(F\), large logarithms cancel to leave a number of order \(1-r\). For large \(x\) it is better to evaluate \(h\) from a series. Expanding \(y/\sinh y=1-y^2/6+7y^4/360-\cdots\) in (4) and integrating term by term gives an asymptotic series starting

\[
h(x)\sim\frac1{24x^2}-\frac7{960x^4}+\cdots .
\]

Four terms were used for \(x>20\). At \(1-r=10^{-12}\), \(\ln t\) is about \(-14\) and \(\psi(\frac12+a/t)\) about 12, and double precision leaves an error of roughly \(10^{-15}\) in their sum. That is a thousandth of the required \(L\), and since \(t\propto\sqrt L\), about half that relative error reaches \(t\). Compared with a 40-digit root at the same \(r\), the direct form erred by a relative \(6\times10^{-4}\) (a few times \(10^{-4}\), the exact figure depending on rounding), whereas the series form agreed to double-precision rounding.

This cures the arithmetic, not uncertain inputs. Near \(r=1\), a relative error in \(1-r\) produces half that relative error in \(t\).

## Verifying the zero-temperature limit without digamma functions

As \(T\to0\), the spacing \(2\pi kT\) of the Matsubara energies vanishes and the sums become integrals. At the critical strength \(\Delta\) is still infinitesimal, so

\[
\frac1\lambda=\int_0^\Omega\frac{dw}{w+\alpha_c}\simeq\ln\frac\Omega{\alpha_c}.
\]

The same material without pair breaking has a finite gap \(\Delta_0\) at zero temperature. Its amplitude is \(f=\Delta_0/\sqrt{w^2+\Delta_0^2}\), and

\[
\frac1\lambda=\int_0^\Omega\frac{dw}{\sqrt{w^2+\Delta_0^2}}
=\operatorname{arsinh}\frac\Omega{\Delta_0}\simeq\ln\frac{2\Omega}{\Delta_0}.
\]

Equating the two gives \(\alpha_c=\Delta_0/2\). Superconductivity disappears when the pair-breaking energy reaches half the original gap.

The link to \(T_{c0}\) follows from (1), which gives \(1/\lambda=\ln[4e^\gamma\Omega/(2\pi kT_{c0})]\). Setting this equal to \(\ln(\Omega/\alpha_c)\) reproduces (6).

These gap equations were also solved numerically, with the coupling fixed by 10,000 Matsubara terms at \(T_{c0}\). They gave \(a_c=0.140367\), against 0.140365 from the formula, and \(\alpha_c/\Delta_0=0.500007\). The small excess is the finite cutoff: the first integral is really \(\ln[(\Omega+\alpha_c)/\alpha_c]\), which shifts \(\alpha_c\) by the relative amount \(\alpha_c/\Omega=a_c/10{,}000\approx1.4\times10^{-5}\).

The approach to the limit is steep. For \(r\to1\), \(L\simeq1-r\) and \(h\simeq1/(24x^2)\), so

\[
t\simeq\sqrt{24}\,a_c\sqrt{1-r}=0.68764\sqrt{1-r}.
\]

The solver gives \(t/\sqrt{1-r}=0.69628\) at \(r=0.99\) and 0.68774 at \(r=0.9999\). Even one percent below the critical strength, \(T_c\) is still 7 percent of \(T_{c0}\).

At the opposite end, expand for small \(a\). Since \(\psi'(\frac12)=4(1+\frac19+\frac1{25}+\cdots)=\pi^2/2\), we have \(1-t\simeq\pi^2a/2\), or

\[
T_{c0}-T_c\simeq\frac{\pi\alpha}{4k}.
\]

At \(r=0.1\) this predicts \(t\approx0.931\); the root is 0.930.

## The niobium line

Take rough values for a sputtered film: \(T_{c0}=9\) K and \(D=5\) cm²/s. At \(B=0.8\) T,

\[
\alpha=DeB=(5\times10^{-4})(0.8)\ \text{eV}=0.400\ \text{meV}.
\]

Equation (6) gives \(\alpha_c=0.684\) meV. Therefore \(r=0.5848\), \(a=0.5848\times0.140365=0.08209\) and \(L=0.5365\). The lower limit is

\[
0.08209\sqrt{24\times0.5365}=0.2945,
\]

and the widened bracket runs from 0.2651 to 1. Brent's method finds \(t=0.5575\) in 9 function calls; bisection takes 49 from the same bracket at the same relative tolerance, \(10^{-14}\). At the root \(x=0.08209/0.5575=0.1472\), where \(h=0.5365\), as (3) requires. In this model the interior transition is at

\[
T_c=0.5575\times9\ \text{K}=5.02\ \text{K},
\]

which leaves 0.82 K above the temperature of use. Fixing \(T_c=4.2\) K and solving for the field gives 0.94 T. As \(T\to0\), the critical field of the interior is \(\alpha_c/(De)=1.37\) T.

## What a real line changes

**Finite mean free path.** With a rough Fermi velocity \(v=3\times10^5\) m/s, the path is \(l=3D/v=5\) nm and the clean coherence length \(\hbar v/(\pi\Delta_0)\) is 46 nm. Their ratio is small, but not very small. To size the error, let \(\tau=l/v\) and \(p_n=2w_n/\hbar+1/\tau\). Between collisions a pair acquires the factor \(e^{-is\mathbf v\cdot\Pi}\) in time \(s\). In the lowest level each transverse component of \(\Pi\) is Gaussian with variance \(eB/\hbar\), so, averaging over directions on a spherical Fermi surface,

\[
J_n=\left\langle\int_0^\infty e^{-p_ns-s^2v_\perp^2eB/(2\hbar)}ds\right\rangle .
\]

Isotropic scattering repeats this propagation, and the series \(J_n+J_n^2/\tau+\cdots\) sums to \(K_n=J_n/(1-J_n/\tau)\). The transition condition becomes

\[
\ln\frac{T_{c0}}T=\sum_n\left[\frac1{n+\frac12}-\frac{4\pi kT}\hbar K_n\right].
\]

For weak field effects between collisions, expand the Gaussian and use \(\langle v_\perp^2\rangle=2v^2/3\). To first order in \(B\), \(1/J_n=p_n+2v^2eB/(3\hbar p_n)\), and therefore

\[
\frac1{K_n}=\frac2\hbar\left[w_n+\frac{DeB}{p_n\tau}\right],\qquad p_n\tau=1+\frac{2w_n\tau}\hbar .
\]

For \(w_n\tau\ll\hbar\) this returns \(\alpha=DeB\). At larger \(w_n\) the pair breaking is weaker, so a finite path raises \(T_c\) at fixed \(D\). The full sum gives 5.76 K instead of 5.02 K. Holding \(D=vl/3\) fixed while raising \(v\) three and ten times cuts the path to a third and a tenth, and the ratio of path to coherence length by factors of 9 and 100. This gives 5.15 K and 5.03 K, approaching the digamma result. At 0.45 K the critical field rises from 1.36 T to 1.63 T, about 19 percent. The correction itself depends on the rough velocity: at the same \(D\), \(v=2.5\times10^5\) m/s gives 5.97 K and \(v=4\times10^5\) m/s gives 5.51 K. It also assumes a spherical Fermi surface, which niobium does not have. The dirty-limit answer is thus a rough guide for this film, not a three-digit prediction, and 5.76 K is no sharper.

**Edges.** At an insulating edge parallel to the field, the pair amplitude has zero normal slope. In units of the pair length \(\sqrt{\hbar/(2eB)}=20\) nm, one must minimise the lowest level of \(-d^2/du^2+(u-u_0)^2\) on \(u>0\) over the centre \(u_0\). It is 0.590, against 1 in the interior. The same solver with \(0.590\,\alpha\) gives 6.75 K. A line 1000 nm wide is broad enough for its two edges to act separately, so in this model they begin to superconduct 1.7 K above the interior. For the same reason they outlast the interior in field: in the dirty limit, as \(T\to0\), they remain superconducting up to \(1.37/0.590=2.3\) T. Both figures assume an ideal edge with the same \(T_{c0}\) and \(D\) as the interior; an edge damaged by etching, oxidised or in contact with normal metal can weaken or remove this effect.

**Electron spin.** The Zeeman energy adds \(\pm i\mu_BB\) to \(w_n\), and averaging the two signs leaves the real part of a digamma function with complex argument. Here \(\mu_BB/\alpha=0.116\). Without spin-orbit scattering, the interior \(T_c\) falls by 0.01 K and its zero-temperature critical field by 0.7 percent; at the edges, where orbital pair breaking is weaker, that field falls by about 2 percent.

**Strong coupling.** Niobium's gap ratio \(\Delta_0/(kT_{c0})\) is roughly 1.9, above the weak-coupling 1.764. Merely rescaling \(\alpha_c=\Delta_0/2\) would raise it by 8 percent, and the interior \(T_c\) at 0.8 T by about 0.3 K. This is a crude measure of scale, since the relation was derived for weak coupling.

The chosen \(T_{c0}\) is close to that of good niobium, while \(D\) varies with film thickness and purity and should be measured for the film in question. For these inputs the largest shifts are the edges' 1.7 K and the finite path's 0.75 K. Both raise the onset temperature, but they were computed separately and should not simply be added. Nor does a transition above 4.2 K guarantee loss-free current: in a perpendicular field the line contains vortices, and a current that moves them produces a voltage. A usable interconnect also needs pinning strong enough for its operating current, which the equation for \(T_c\) does not describe.

The numerical output below lists the values at full printed precision.

## Computed values

```
a_c = 1/(4 exp(gamma)): 0.140365
a_c from T=0 gap equation with cutoff: 0.140367
alpha_c/(k Tc0): 0.88194
Delta0/(k Tc0) from gap equation: 1.76388
alpha_c/Delta0 from gap equations: 0.500007
near-critical coefficient sqrt(24) a_c: 0.68764
r = alpha/alpha_c, t = Tc/Tc0, t/sqrt(1-r):
  0.1000  0.929952  0.98026
  0.3000  0.784296  0.93741
  0.5000  0.628264  0.88850
  0.7000  0.454534  0.82986
  0.9000  0.237493  0.75102
  0.9900  0.069628  0.69628
  0.9990  0.021774  0.68857
  0.9999  0.006877  0.68774
relative error at 1-r=1e-12, stable form: 5.0e-17
relative error at 1-r=1e-12, raw form: 6.3e-04
Tc0 (rough input): 9.0 K
diffusivity (rough input): 5.0 cm2/s
field: 0.80 T; temperature of use: 4.2 K
alpha = D e B: 0.4000 meV
alpha_c: 0.6840 meV; Delta0: 1.3680 meV
r: 0.58480; a: 0.082085
target ln(1/r): 0.536488
rigorous lower bound on t: 0.29454
widened lower end used: 0.26509
root t: 0.557476; x = a/t: 0.147244
h(x) at root: 0.536488
function calls, Brent: 9
function calls, bisection: 49
interior Tc at field: 5.017 K
margin above temperature of use: 0.817 K
largest interior field at 4.2 K: 0.940 T
critical field as T approaches 0: 1.368 T
Fermi velocity (rough input): 3.0e+05 m/s
mean free path: 5.00 nm
clean coherence length: 45.9 nm
Tc with finite mean free path: 5.763 K
same D, path/3 and path/10: 5.152, 5.034 K
critical field at 0.45 K, digamma: 1.361 T
critical field at 0.45 K, finite path: 1.625 T
edge eigenvalue / bulk eigenvalue: 0.5901
edge nucleation Tc: 6.752 K
line width: 1000 nm; pair length: 20.3 nm
spin energy / alpha: 0.1158
Tc with spin paramagnetism: 5.006 K
zero-T critical field with spin: 1.359 T
rough strong-coupling Delta0/(k Tc0): 1.9
crude alpha_c rescaling: 1.077
```
